# Interaction of two scatterers in an electron gas: a numerical check

```python
"""
Interaction of two s-wave scatterers in a free electron gas (E = k^2, Ry, bohr).
Result under test:
  E_int(R) = (2/pi) Integral_0^EF Im ln D dE,  D = 1 - f1 f2 exp(2ikR)/R^2
  E_int -> (2/(pi kF)) sin(d1) sin(d2) cos(2 kF R + d1 + d2) / R^3
f = -a/(1+ika): zero-range scattering amplitude, a < 0: scattering length,
d: s phase shift at kF, R: separation (R > |a|), factor 2 for spin.
"""
import numpy as np
from scipy.constants import physical_constants

RY_EV = physical_constants["Rydberg constant times hc in eV"][0]


def amplitude(k, a):
    return -a / (1 + 1j * k * a)


def log_det(k, R, a1, a2):
    return np.log1p(-amplitude(k, a1) * amplitude(k, a2)
                    * np.exp(2j * k * R) / R**2)


NODES, WEIGHTS = np.polynomial.legendre.leggauss(400)


def energy_real_axis(R, kF, a1, a2):
    """Energy integral as defined, along real energies."""
    R = np.atleast_1d(np.asarray(R, float))[:, None]
    k = 0.5 * kF * (NODES + 1)
    integrand = 2 * k * log_det(k, R, a1, a2).imag
    return (2 / np.pi) * 0.5 * kF * (integrand @ WEIGHTS)


def energy_contour(R, kF, a1, a2):
    """Same energy from the vertical line k = kF + iq, with s = 2qR."""
    R = np.atleast_1d(np.asarray(R, float))[:, None]
    s = 22.0 * (NODES + 1)
    k = kF + 1j * s / (2 * R)
    integrand = (2 * k * log_det(k, R, a1, a2)).real / (2 * R)
    return -(2 / np.pi) * 22.0 * (integrand @ WEIGHTS)


def phase_shift(k, a):
    return np.arctan(-k * a)


def tail_leading(R, kF, a1, a2):
    d1, d2 = phase_shift(kF, a1), phase_shift(kF, a2)
    return (2 / (np.pi * kF) * np.sin(d1) * np.sin(d2)
            * np.cos(2 * kF * R + d1 + d2) / R**3)


def tail_next(R, kF, a1, a2):
    f1, f2 = amplitude(kF, a1), amplitude(kF, a2)
    edge = np.exp(2j * kF * R) * f1 * f2 * (1 + 1j * kF * (f1 + f2))
    return -edge.imag / (np.pi * R**4)


def fit_tail(kF, a1, a2):
    """Amplitude and phase of R^3 E_int, fitted to the real-axis integral."""
    R = np.linspace(40, 80, 161)
    x = 2 * kF * R
    columns = [fun(x) / R**j for j in range(3) for fun in (np.cos, np.sin)]
    scale = [40.0**j for j in range(3) for _ in range(2)]
    matrix = np.array([c * s for c, s in zip(columns, scale)]).T
    data = R**3 * energy_real_axis(R, kF, a1, a2)
    c = np.linalg.lstsq(matrix, data, rcond=None)[0]
    return np.hypot(c[0], c[1]), np.arctan2(-c[1], c[0])


# --- Determinant formula against diagonalization of a finite lattice ---
def chain(n):
    return -(np.eye(n, k=1) + np.eye(n, k=-1))


shape = (5, 6, 7)
i5, i6, i7 = (np.eye(n) for n in shape)
H0 = (np.kron(np.kron(chain(5), i6), i7) + np.kron(np.kron(i5, chain(6)), i7)
      + np.kron(np.kron(i5, i6), chain(7)))
site1 = np.ravel_multi_index((1, 2, 3), shape)
site2 = np.ravel_multi_index((2, 3, 3), shape)
V1, V2, mu = -2.0, 1.5, -1.3


def grand_potential(v1, v2):
    H = H0.copy()
    H[site1, site1] += v1
    H[site2, site2] += v2
    return np.minimum(np.linalg.eigvalsh(H) - mu, 0).sum()


lattice_direct = (grand_potential(V1, V2) - grand_potential(V1, 0)
                  - grand_potential(0, V2) + grand_potential(0, 0))
levels, states = np.linalg.eigh(H0)
du = 0.04
y = np.exp(np.arange(-26, 8, du))
resolvent = 1 / (mu + 1j * y[:, None] - levels)
g11 = resolvent @ states[site1]**2
g22 = resolvent @ states[site2]**2
g12 = resolvent @ (states[site1] * states[site2])
t1, t2 = V1 / (1 - V1 * g11), V2 / (1 - V2 * g22)
lattice_lloyd = -np.sum(np.log1p(-t1 * g12 * t2 * g12).real * y) * du / np.pi
assert abs(lattice_direct) > 1e-4
assert abs(lattice_direct - lattice_lloyd) < 1e-8


# --- Friedel sum: eigenphases of the pair's S matrix on an angular grid ---
def pair_phase_sum(k, R, a1, a2):
    c, w = np.polynomial.legendre.leggauss(40)
    waves = np.exp(1j * k * np.outer([-R / 2, R / 2], c)) * np.sqrt(w)
    g = np.exp(1j * k * R) / R
    M = np.array([[1 / amplitude(k, a1), -g], [-g, 1 / amplitude(k, a2)]])
    S = np.eye(40) + 1j * k * waves.conj().T @ np.linalg.solve(M, waves)
    assert np.allclose(S.conj().T @ S, np.eye(40), atol=1e-10)
    return 0.5 * np.angle(np.linalg.eigvals(S)).sum()


for k, R, a1, a2 in [(0.5, 5, -1.5, -1.5), (0.3, 4, -1.5, -0.5),
                     (0.9, 7, -2.0, -1.0)]:
    excess = (pair_phase_sum(k, R, a1, a2)
              - phase_shift(k, a1) - phase_shift(k, a2))
    assert abs(excess + log_det(k, R, a1, a2).imag) < 1e-9

# --- Worked model ---
kF, a = 0.5, -1.5
delta = phase_shift(kF, a)
R_table = np.array([5.0, 10.0, 20.0, 40.0])
E_full = energy_real_axis(R_table, kF, a, a)

# The band bottom contributes nothing: real axis equals vertical line.
assert np.allclose(E_full, energy_contour(R_table, kF, a, a),
                   rtol=1e-8, atol=1e-13)

# Pair bound state exists only for R < |a| (D changes sign on k = iq).
q = np.linspace(0, 20, 4001)


def det_imaginary(R):
    return (1 - amplitude(1j * q, a)**2 * np.exp(-2 * q * R) / R**2).real


assert det_imaginary(1.6).min() > 0
assert det_imaginary(1.4).min() < 0 < det_imaginary(1.4).max()

# Fitted tail against predicted amplitude and phase.
fits = []
for a1, a2 in [(a, a), (-1.5, -0.5)]:
    d1, d2 = phase_shift(kF, a1), phase_shift(kF, a2)
    predicted = 2 * np.sin(d1) * np.sin(d2) / (np.pi * kF)
    amp, phase = fit_tail(kF, a1, a2)
    assert abs(amp / predicted - 1) < 3e-3
    assert abs(phase - d1 - d2) < 3e-3
    fits.append((a1, a2, amp, predicted, phase, d1 + d2))

# Remainders after one and two terms fall as R^-4 and R^-5.
remainders = []
for start in (200.0, 400.0):
    R = start + np.linspace(0, np.pi / kF, 400)
    rest1 = energy_contour(R, kF, a, a) - tail_leading(R, kF, a, a)
    rest2 = rest1 - tail_next(R, kF, a, a)
    remainders.append((np.abs(rest1 * R**4).max(), np.abs(rest2 * R**5).max()))
assert abs(remainders[1][0] / remainders[0][0] - 1) < 0.05
assert abs(remainders[1][1] / remainders[0][1] - 1) < 0.05

# Equal scatterers: closed form of the second term.
closed = (-np.sin(delta)**2 * np.sin(2 * kF * R_table + 4 * delta)
          / (np.pi * kF**2 * R_table**4))
assert np.allclose(closed, tail_next(R_table, kF, a, a), rtol=1e-10, atol=1e-16)

# Weak scatterers: closed form with pure cos(2 kF R) tail.
weak = -1e-4
x = 2 * kF * R_table
weak_form = weak**2 * (x * np.cos(x) - np.sin(x)) / (np.pi * R_table**4)
weak_full = energy_real_axis(R_table, kF, weak, weak)
assert np.all(np.abs(weak_full - weak_form)
              < 1e-3 * weak**2 * x / (np.pi * R_table**4))

# --- Output ---
print(f"Fermi wave number kF = {kF:.3f} 1/bohr")
print(f"Fermi energy = {kF**2:.4f} Ry")
print(f"scattering length of both scatterers = {a:.2f} bohr")
print(f"phase shift at kF = {delta:.5f} rad, sine = {np.sin(delta):.4f}")
print(f"oscillation period in R = {np.pi / kF:.4f} bohr")
print(f"lattice test, diagonalization: {lattice_direct:.9f} hopping units")
print(f"lattice test, determinant:     {lattice_lloyd:.9f} hopping units")
charge = -(2 / np.pi) * log_det(kF, 5.0, a, a).imag
charge_S = (2 / np.pi) * (pair_phase_sum(kF, 5.0, a, a) - 2 * delta)
print(f"interaction part of displaced charge, R = 5 bohr, from D: "
      f"{charge:.6f} electrons")
print(f"same from S-matrix eigenphases: {charge_S:.6f} electrons")
print("energies in microRy: full, leading tail, two-term tail, no-phase tail")
for R, E in zip(R_table, E_full):
    lead = tail_leading(R, kF, a, a)
    two = lead + tail_next(R, kF, a, a)
    bare = 2 * np.sin(delta)**2 * np.cos(2 * kF * R) / (np.pi * kF * R**3)
    print(f"  R = {R:4.0f} bohr: {E*1e6:11.4f} {lead*1e6:11.4f} "
          f"{two*1e6:11.4f} {bare*1e6:11.4f}")
print(f"full energy at R = 10 bohr = {E_full[1] * RY_EV * 1e3:.5f} meV")
for a1, a2, amp, predicted, phase, phase_pred in fits:
    print(f"tail fit, a1 = {a1:.1f}, a2 = {a2:.1f} bohr, R = 40 to 80 bohr:")
    print(f"  amplitude fitted {amp:.5f}, predicted {predicted:.5f} Ry bohr^3")
    print(f"  phase fitted {phase:.5f}, predicted {phase_pred:.5f} rad")
for start, (r1, r2) in zip((200, 400), remainders):
    print(f"one period from R = {start} bohr, largest remainders:")
    print(f"  after one term, times R^4: {r1:.5f} Ry bohr^4")
    print(f"  after two terms, times R^5: {r2:.5f} Ry bohr^5")
print("no test failed")
```

Output:

```
Fermi wave number kF = 0.500 1/bohr
Fermi energy = 0.2500 Ry
scattering length of both scatterers = -1.50 bohr
phase shift at kF = 0.64350 rad, sine = 0.6000
oscillation period in R = 6.2832 bohr
lattice test, diagonalization: -0.003252856 hopping units
lattice test, determinant:     -0.003252856 hopping units
interaction part of displaced charge, R = 5 bohr, from D: 0.000149 electrons
same from S-matrix eigenphases: 0.000149 electrons
energies in microRy: full, leading tail, two-term tail, no-phase tail
  R =    5 bohr:   3214.2032   3666.9032   2962.0740   1040.1693
  R =   10 bohr:    132.0917    131.6979    131.3480   -384.6021
  R =   20 bohr:    -42.2887    -43.6688    -42.0920     23.3814
  R =   40 bohr:     -6.2904     -6.4605     -6.2838     -4.7766
full energy at R = 10 bohr = 1.79720 meV
tail fit, a1 = -1.5, a2 = -1.5 bohr, R = 40 to 80 bohr:
  amplitude fitted 0.45837, predicted 0.45837 Ry bohr^3
  phase fitted 1.28667, predicted 1.28700 rad
tail fit, a1 = -1.5, a2 = -0.5 bohr, R = 40 to 80 bohr:
  amplitude fitted 0.18526, predicted 0.18528 Ry bohr^3
  phase fitted 0.88834, predicted 0.88848 rad
one period from R = 200 bohr, largest remainders:
  after one term, times R^4: 0.45475 Ry bohr^4
  after two terms, times R^5: 1.09307 Ry bohr^5
one period from R = 400 bohr, largest remainders:
  after one term, times R^4: 0.45654 Ry bohr^4
  after two terms, times R^5: 1.09823 Ry bohr^5
no test failed
```
